# Wall flux of an absorbed species in a diffusion model, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The wall law in the diffusion approximation

### What dimensions and symmetry allow

A dilute species diffuses through a carrier gas toward a flat wall. A molecule that strikes the wall is lost with probability $s$. Let $J$ be the net number of molecules lost per unit area and time, $n$ the number density that a diffusion model assigns to the wall, $m$ the molecular mass and $T$ the temperature. The algebra is in atomic units with $T$ measured as an energy, so Boltzmann's constant does not appear.

Close to the wall the steady problem contains one length, the mean free path $\lambda$, because the reactor is assumed much larger. The species is dilute: its molecules meet the carrier but not each other. The kinetic problem is therefore linear, and $J$ is proportional to $n$. The ratio $J/n$ is a velocity. The available velocity is set by $T/m$, and we represent it by the mean speed $c$. The length $\lambda$ cannot enter, since no second length is present to cancel its dimension. Hence

$$J=n\,c\,g(s), \tag{1}$$

where the dimensionless function $g$ may also depend on dimensionless features of the collisions, such as the ratio of the molecular masses.

Symmetry supplies one value. At $s=0$ the wall returns every molecule, a uniform equilibrium gas is a solution, and equilibrium has no preferred direction. So $J=0$ and $g(0)=0$. What remains is to find $g$ for a wall that does absorb.

### Assumptions and conventions

Let $z\ge 0$ be the distance from the wall, $v$ the speed of a molecule, and $u$ its velocity component toward the wall. Thus $u>0$ means that the molecule approaches the wall and $z$ decreases. The distribution $f(z,\mathbf v)$ is normalised so that its integral over velocity is the density. The equilibrium distribution for unit density is

$$F(v)=\left(\frac{m}{2\pi T}\right)^{3/2}e^{-mv^2/2T}. \tag{2}$$

The assumptions are these.

- **A1.** The species is dilute, the carrier is at rest, and the gas is steady and uniform along the wall.
- **A2.** Carrier and wall have the same uniform temperature $T$.
- **A3.** The loss probability $s$ does not depend on the speed or angle of impact.
- **A4.** The velocity distribution has the diffusion form, derived below, all the way to $z=0$.

The first three define the physical model. The fourth is a closure: it replaces the true distribution in a thin layer at the wall by the one found deeper in the gas. Part 2 measures the error this causes.

### The diffusion form of the distribution

In the steady state, streaming balances collisions. Since $dz/dt=-u$,

$$-u\,\frac{\partial f}{\partial z}=\mathcal C[f], \tag{3}$$

where $\mathcal C$ is the linear operator describing collisions with the carrier. It conserves the number of molecules, and it leaves equilibrium unchanged, so $\mathcal C[F]=0$.

Far from the wall, try a density that varies linearly, $n(z)=n(0)+Gz$, with a correction $f_1$ independent of $z$:

$$f=n(z)F+f_1. \tag{4}$$

Substitution in (3) gives, because $\partial f/\partial z=GF$ and $\mathcal C[n(z)F]=0$,

$$-G\,uF=\mathcal C[f_1]. \tag{5}$$

The left side is a component of the velocity vector multiplied by a function of speed. The carrier is isotropic, so $\mathcal C$ commutes with rotations and cannot turn a vector component into another angular form. The correction must therefore be $u$ times a function of speed. A multiple of $F$ could be added to $f_1$, but it would merely change the density and is absorbed in $n$. At any chosen position we can write

$$f=nF(v)\,[1+u\,a(v)]. \tag{6}$$

This is the diffusion form. The function $a(v)$ depends on the collision law and is proportional to the density gradient. Nothing further about it will be needed.

The distribution (4) satisfies the kinetic equation in the interior for a linear density profile. Its weakness is at the boundary, where a molecule leaving the wall has a distribution chosen by the wall and not by earlier collisions.

The net flux toward the wall is the average of $u$. It is proportional to the density gradient, and its coefficient defines the diffusion coefficient $D$:

$$J=\int u f\,d^3v=D\,\frac{dn}{dz}. \tag{7}$$

The sign is positive because density rises away from an absorbing wall, while $J$ is counted toward it.

### Lemma 1: the equilibrium half-flux

**Lemma 1.** In an equilibrium gas of density $n$, the number of molecules striking one side of a plane per unit area and time is $nc/4$, with

$$c=\sqrt{\frac{8T}{\pi m}}. \tag{8}$$

**Proof.** Let $\theta$ be the angle between the velocity and the direction toward the wall, and let $\mu=\cos\theta$, so $u=v\mu$. The velocity element, after integration over azimuth, is $2\pi v^2\,dv\,d\mu$. The approaching molecules have $0<\mu<1$, and their flux is

$$n\int_0^\infty\!dv\int_0^1\!d\mu\;2\pi v^2F\,v\mu
=\pi n\int_0^\infty v^3F\,dv. \tag{9}$$

The mean speed is the average of $v$ over all directions,

$$c=4\pi\int_0^\infty v^3F\,dv, \tag{10}$$

so the right side of (9) is $nc/4$. To evaluate $c$, put $\beta=m/2T$ and use $\int_0^\infty v^3e^{-\beta v^2}dv=1/(2\beta^2)$:

$$c=4\pi\left(\frac{\beta}{\pi}\right)^{3/2}\frac{1}{2\beta^2}
=\frac{2}{\sqrt{\pi\beta}}=\sqrt{\frac{8T}{\pi m}}. \tag{11}$$

This proves the lemma. $\square$

The factor $1/4$ is a product of two halves: half the molecules approach the plane, and their mean normal velocity is half their mean speed.

### Lemma 2: how a net flux divides between the two streams

Let $J_+$ be the flux of molecules moving toward the wall and $J_-$ the flux of those moving away, both counted positive. Then $J=J_+-J_-$.

**Lemma 2.** For every distribution of the form (6),

$$J_+=\frac{nc}{4}+\frac J2,\qquad
J_-=\frac{nc}{4}-\frac J2. \tag{12}$$

**Proof.** First, $n$ is indeed the density, because $F\,u\,a(v)$ is odd in $u$ and integrates to zero. The approaching stream is

$$J_+=n\int_{u>0}uF\,d^3v+n\int_{u>0}u^2a(v)F\,d^3v. \tag{13}$$

The first term is $nc/4$ by Lemma 1. The integrand of the second is even in $u$, so its integral over $u>0$ is half its integral over all velocities. The full integral is $J$:

$$J=n\int uF\,d^3v+n\int u^2a(v)F\,d^3v
=n\int u^2a(v)F\,d^3v, \tag{14}$$

since $uF$ is odd. The second term in (13) is therefore $J/2$. Finally $J_-=J_+-J=nc/4-J/2$. $\square$

This is the precise sense in which a net flux skews the distribution. At fixed density it strengthens the approaching stream by $J/2$ and weakens the departing stream by the same amount. The division into equal halves holds for any $a(v)$, so it does not depend on how the collision rate varies with speed.

The lemma does depend on the absence of an even angular distortion. Suppose the bracket in (6) is replaced by

$$1+0.3\mu+0.2\,P_2(\mu),\qquad P_2(\mu)=\tfrac12(3\mu^2-1). \tag{15}$$

The last term adds neither density nor net flux. It does add to both half-fluxes. Relative to the equilibrium integral $\int_0^1\mu\,d\mu=1/2$, the integrals needed are

$$\int_0^1 0.3\mu^2d\mu=0.1,\qquad
\int_0^1 0.2\mu P_2\,d\mu=0.2\cdot\frac12\left(\frac34-\frac12\right)=0.025. \tag{16}$$

Lemma 2 predicts an approaching stream proportional to $0.5+0.1=0.6$, whereas the actual one is proportional to $0.625$. The excess is $0.025/0.6$, or 4.17 percent of the predicted stream, and direct quadrature over velocity gives the same value. An even distortion of this kind is what A4 discards near the wall.

### Theorem 1: the wall law

**Theorem 1.** Under A1 to A4,

$$\boxed{\,J=\frac{s}{1-s/2}\,\frac{nc}{4}\,} \tag{17}$$

where $n$ is the diffusion density continued to $z=0$.

**Proof.** By A3 the wall removes a fraction $s$ of the molecules that strike it, so $J=sJ_+$. Lemma 2 gives

$$J=s\left(\frac{nc}{4}+\frac J2\right). \tag{18}$$

Moving the term in $J$ to the left,

$$J\left(1-\frac s2\right)=s\,\frac{nc}{4}, \tag{19}$$

and division by $1-s/2$, which is positive for $0\le s\le1$, gives (17). $\square$

In the notation of (1), the closure has given $g(s)=s/(4-2s)$, which vanishes at $s=0$ as required.

**Remark 1: the role of the skew.** The plain rule $J=snc/4$ follows if the equilibrium half-flux is used for the stream that strikes the wall. With the diffusion form this is inconsistent when $s>0$: by (12), $J_+=nc/4$ requires $J=0$. The theorem corrects the incident stream, which becomes

$$J_+=\frac Js=\frac{1}{1-s/2}\,\frac{nc}{4}. \tag{20}$$

For weak absorption the correction is small. Expanding in $s$,

$$\frac{s}{1-s/2}=s\left(1+\frac s2+\frac{s^2}{4}+\cdots\right), \tag{21}$$

so the fractional increase over the plain rule is $s/2$ to leading order. At $s=0.01$ the coefficient is $0.01005$. At $s=0.5$ it is $0.667$, and at $s=1$ it is $2$.

**Remark 2: reflected molecules.** The proof uses the number of returning molecules but not their directions. Within the closure, diffuse and mirror-like re-emission therefore give the same law. The actual kinetic problem does distinguish them, as Part 2 shows.

**Remark 3: strong absorption strains the closure.** Consider molecules of one fixed speed $c$, with $f$ proportional to $1+\epsilon\mu$. The average of $\mu^2$ over directions is $1/3$, so $J=nc\epsilon/3$, and (17) gives

$$\epsilon=\frac{3J}{nc}=\frac34\,\frac{s}{1-s/2}. \tag{22}$$

The distribution is nowhere negative if $\epsilon\le1$, that is, if $3s/4\le1-s/2$, or $s\le4/5$. At $s=1$ we have $\epsilon=3/2$, and the distribution is negative for $\mu<-2/3$. The departing flux nevertheless vanishes:

$$\int_{-1}^0(-\mu)\left(1+\tfrac32\mu\right)d\mu=\frac12-\frac12=0. \tag{23}$$

The closure thus enforces the absence of returning molecules as a balance of numbers, not separately for each direction. This is a reason to expect its largest error at strong absorption.

### The boundary condition for a diffusion solver

Combining (7) with (17) gives the condition to be imposed at the wall,

$$D\left.\frac{dn}{dz}\right|_{0}=h\,n(0),\qquad
h=\frac{c}{4}\,\frac{s}{1-s/2}. \tag{24}$$

The linear profile, continued behind the wall, reaches zero at $z=-\ell$, where

$$\ell=\frac{n(0)}{(dn/dz)_0}=\frac Dh
=\frac{4D}{c}\left(\frac1s-\frac12\right). \tag{25}$$

Define the transport mean free path by $\lambda=3D/c$. Then $4D/c=4\lambda/3$, and a fully absorbing wall has $\ell=2\lambda/3$. The diffusion density does not vanish at such a wall: a finite flux carried at finite speed needs a finite density. The condition $n(0)=0$ is a good approximation when $\ell$ is much smaller than the distance over which $n$ varies.

## Part 2. Finite gaps, the kinetic layer and a worked case

### Symbols and results carried over

The distance from the wall is $z$, and $u$ is the velocity component toward it. The net flux to the wall is $J$, the incident stream is $J_+$, the mean speed is $c$, and $F$ is the Maxwellian of unit density at temperature $T$. The density $n$ is the diffusion solution, continued to the wall where necessary. The diffusion coefficient obeys $J=D\,dn/dz$, and $\lambda=3D/c$. Part 1 showed that the diffusion form of the distribution gives

$$J_+=\frac{nc}{4}+\frac J2,\qquad
\frac{n(0)c}{4}=J\left(\frac1s-\frac12\right). \tag{26}$$

The second relation is the wall law, written as a resistance $1/s-1/2$ multiplying the flux.

### Theorem 2: diffusion across a gap

**Theorem 2.** Let a gap $0<z<L$ have no gas-phase loss, and let the diffusion form hold throughout it.

(a) If the diffusion density at $z=L$ is $n_L$, then

$$J=\frac{n_Lc/4}{1/s-1/2+R},\qquad R=\frac{3L}{4\lambda}. \tag{27}$$

(b) If instead an equilibrium reservoir of density $n_0$ sends its half-flux $n_0c/4$ into the gap at $z=L$, then

$$J=\frac{n_0c/4}{1/s+R}. \tag{28}$$

**Proof.** Without gas-phase loss $J$ is uniform, and $D=c\lambda/3$ gives

$$n_L-n(0)=\frac{JL}{D}=\frac{3JL}{c\lambda},\qquad
\frac{c}{4}\,[n_L-n(0)]=RJ. \tag{29}$$

Adding the second relation in (26) yields $n_Lc/4=J(1/s-1/2+R)$, which is (a). For (b), the stream entering toward the wall is prescribed. The first relation in (26), applied at $z=L$, reads

$$\frac{n_0c}{4}=\frac{n_Lc}{4}+\frac J2. \tag{30}$$

Inserting the result for $n_L$ gives $n_0c/4=J(1/s+R)$, because the two halves cancel. $\square$

**Remark 4: the collisionless limit.** As $L/\lambda\to0$, (28) becomes $J=sn_0c/4$. This is correct without any closure: each molecule from the reservoir crosses once, and a fraction $s$ is lost. The plain rule is thus right for the density of a collisionless reservoir, and (17) is the rule for the diffusion density at the wall. Using the reservoir density in (17) at $s=1$ would remove twice as many molecules as arrive.

Formula (28) can be compared with a numerical solution of the kinetic equation for molecules of fixed speed, scattered isotropically. For $s=1$, the values of $J/(n_0c/4)$ are:

| $L/\lambda$ | kinetic | closure (28) | plain wall rule |
|---|---:|---:|---:|
| 0.1 | 0.916 | 0.930 | 0.635 |
| 1.0 | 0.553 | 0.571 | 0.444 |
| 5.0 | 0.208 | 0.211 | 0.190 |

The last column keeps the entrance relation (30) but uses $J=sn(0)c/4$ at the wall, so its denominator is $1/s+1/2+R$. In these three cases the closure is high by at most 3.3 percent of the kinetic value.

The diffusion closure has given the wall law and the flux across a gap, which for a fully absorbing wall fed by a reservoir is at most 3.3 percent above the kinetic value in the three cases computed. It remains to see how much the skew changes the flux at fixed far density, to test the closure against kinetic models, and to work an example with oxygen atoms above a wafer.
